# Choosing a Nuclear Model for Muonic 2p Levels: Dynamic Quadrupole Coupling: a program that tests the result

```python
# Result under test: quadrupole coupling of a 2p muon to a K=0 rigid rotor
# mixes the 0+ nuclear ground state with 2+. In the 2p shell this gives
# an exact 2x2 block (F=1/2) and an exact 3x3 block (F=3/2).
# Symbols: j muon angular momentum, I rotor spin, F total spin,
# fs = E(2p3/2)-E(2p1/2), e2 = rotor 2+ energy,
# v13, v33 = radial integrals of the quadrupole potential (labels are 2j).
# Energies are in keV and lengths in fm; Dirac energies include rest mass.
from functools import lru_cache
from math import factorial, pi, sqrt
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.interpolate import BSpline, CubicSpline
from scipy.linalg import eigh
from scipy.special import eval_legendre, lpmv
from sympy import Rational
from sympy.physics.wigner import wigner_3j, wigner_6j

HBARC = sc.hbar * sc.c / sc.e * 1e12
COUL = sc.e / (4 * pi * sc.epsilon_0) * 1e12
MASS = sc.physical_constants['muon mass energy equivalent in MeV'][0] * 1e3
Z, C_RADIUS, DIFFUSE, BETA, E2 = 66, 6.1, 0.5, 0.3, 80.0
RMAX, BOX = 26.0, 150.0

# ---------- deformed charge density and its multipole potentials ----------
xa, wa = np.polynomial.legendre.leggauss(32)
tr, wr = np.polynomial.legendre.leggauss(100)
surface = C_RADIUS * (1 + BETA * sqrt(5 / (4 * pi)) * eval_legendre(2, xa))


def raw_density(r):
    return 1 / (1 + np.exp((np.asarray(r)[..., None] - surface) / DIFFUSE))


rn, wn = RMAX * (tr + 1) / 2, RMAX * wr / 2
NORM = 1 / np.sum(wn * rn**2 * 2 * pi * (raw_density(rn) @ wa))


def density_moment(L, r):
    return NORM * 2 * pi * (raw_density(r) @ (wa * eval_legendre(L, xa)))


def potential(L, r):
    r = np.atleast_1d(np.asarray(r, float))
    cut = np.minimum(r, RMAX)[:, None]
    ri = cut * (tr + 1) / 2
    ro = cut + (RMAX - cut) * (tr + 1) / 2
    inner = np.sum(wr * cut / 2 * density_moment(L, ri) * ri**(L + 2), axis=1)
    outer = np.sum(wr * (RMAX - cut) / 2 * density_moment(L, ro)
                   * ro**(1.0 - L), axis=1)
    return -COUL * Z * (inner / r**(L + 1) + outer * r**L)


Q0 = 2 * Z * np.sum(wn * rn**4 * density_moment(2, rn))
rms = sqrt(np.sum(wn * rn**4 * density_moment(0, rn)))

# Poisson equation inside the nucleus, by finite differences
step = 0.05
for L in (0, 2):
    for r0 in (3.0, 6.0, 7.0):
        rr = r0 + step * np.arange(-2, 3)
        vv = potential(L, rr)
        second = np.dot([-1, 16, -30, 16, -1], rr * vv) / (12 * step**2)
        left = second / r0 - L * (L + 1) * vv[2] / r0**2
        right = COUL * Z * (2 * L + 1) * density_moment(L, np.array([r0]))[0]
        scale = COUL * Z * density_moment(0, np.array([3.0]))[0]
        assert abs(left - right) < 1e-3 * scale

# direct Coulomb integral at a point on the symmetry axis outside
z0 = 20.0
rd, wd = 9.0 * (tr + 1), 9.0 * wr
distance = np.sqrt(z0**2 + rd[:, None]**2 - 2 * z0 * rd[:, None] * xa)
direct = -COUL * Z * NORM * 2 * pi * np.sum(
    (wd * rd**2)[:, None] * wa * raw_density(rd) / distance)
series = sum(potential(L, z0)[0] for L in (0, 2, 4, 6, 8))
assert abs(direct / series - 1) < 1e-7
far_quad = -COUL * Q0 / (2 * 40.0**3)
assert abs(potential(2, 40.0)[0] / far_quad - 1) < 1e-7

# ---------- Dirac equation in a dual-kinetically-balanced basis ----------
DEG = 7
edges = BOX * np.sinh(4 * np.linspace(0, 1, 51)) / np.sinh(4)
knots = np.concatenate([np.zeros(DEG), edges, np.full(DEG, BOX)])
tq, wq = np.polynomial.legendre.leggauss(12)
half = np.diff(edges)[:, None] / 2
r = (edges[:-1, None] + half * (tq + 1)).ravel()
w = (half * wq).ravel()
splines = BSpline(knots, np.eye(len(knots) - DEG - 1), DEG)
b0, b1, b2 = splines(r), splines.derivative(1)(r), splines.derivative(2)(r)
V0, V2 = potential(0, r), potential(2, r)


def dirac(kappa, pot):
    """Positive-energy states: energies, large and small radial parts."""
    first = 1 if abs(kappa) == 1 else 2
    b, d, dd = (m[:, first:-2] for m in (b0, b1, b2))
    q = r[:, None]
    s = HBARC / (2 * MASS)
    plus, minus = d + kappa * b / q, d - kappa * b / q
    large = np.hstack([b, s * minus])
    small = np.hstack([s * plus, b])
    slope = np.hstack([plus, s * (dd - kappa * (kappa - 1) * b / q**2)])
    cross = HBARC * small.T @ (w[:, None] * slope)
    ham = (large.T @ ((w * (pot + MASS))[:, None] * large)
           + small.T @ ((w * (pot - MASS))[:, None] * small)
           + cross + cross.T)
    overlap = (large.T @ (w[:, None] * large)
               + small.T @ (w[:, None] * small))
    val, vec = eigh((ham + ham.T) / 2, (overlap + overlap.T) / 2)
    n = b.shape[1]
    vec = vec[:, n:]
    vec = vec * np.where(w @ (large @ vec) < 0, -1.0, 1.0)
    return val[n:], large @ vec, small @ vec


point = dirac(-2, -COUL * Z / r)[0][0]
sommerfeld = MASS * sqrt(1 - (Z * COUL / HBARC / 2)**2)
assert abs(point - sommerfeld) < 0.05

KAPPA = {1: 1, 3: -2, 5: 3, 7: -4}          # keys are 2j: p1/2 p3/2 f5/2 f7/2
states = {a: dirac(k, V0) for a, k in KAPPA.items()}
E1S = dirac(-1, V0)[0][0]
EP1, EP3 = states[1][0][0], states[3][0][0]
FS = EP3 - EP1

# independent shooting solution of the same radial equation
rg = np.linspace(0.005, RMAX, 521)
inside = CubicSpline(rg, potential(0, rg))


def mono(x):
    return float(inside(x)) if x < RMAX else -COUL * Z / x


def mismatch(energy, kappa):
    def rhs(x, y):
        v = mono(x)
        return [-kappa * y[0] / x + (energy - v + MASS) * y[1] / HBARC,
                kappa * y[1] / x - (energy - v - MASS) * y[0] / HBARC]
    x0, k = 0.01, abs(kappa)
    v = mono(x0)
    if kappa > 0:
        start = [(energy - v + MASS) * x0**(k + 1) / (HBARC * (2*k + 1)), x0**k]
    else:
        start = [x0**k, -(energy - v - MASS) * x0**(k + 1) / (HBARC * (2*k + 1))]
    tail = [1.0, -sqrt((MASS - energy) / (MASS + energy))]
    opts = dict(method='DOP853', rtol=1e-10, atol=1e-14)
    out = solve_ivp(rhs, (x0, 12.0), start, **opts).y[:, -1]
    inn = solve_ivp(rhs, (130.0, 12.0), tail, **opts).y[:, -1]
    return out[0] * inn[1] - out[1] * inn[0]


for energy, kappa in ((EP1, 1), (EP3, -2), (E1S, -1)):
    lo, hi = mismatch(energy - 0.2, kappa), mismatch(energy + 0.2, kappa)
    offset = -0.2 * (hi + lo) / (hi - lo)
    assert lo * hi < 0 and abs(offset) < 0.01


def radial(a, b, pot):
    _, ga, fa = states[a]
    _, gb, fb = states[b]
    wp = (w * pot)[:, None]
    return ga.T @ (wp * gb) + fa.T @ (wp * fb)


v11, v13, v33 = (radial(a, b, V2)[0, 0] for a, b in ((1, 1), (1, 3), (3, 3)))
v33_point = radial(3, 3, -COUL * Q0 / (2 * r**3))[0, 0]


# ---------- closed-form blocks, energies from 2p1/2 x 0+ ----------
def blocks(fs, e2, a13, a33):
    g = sqrt(2) * a13 / 5
    h1 = np.array([[0, g], [g, fs + e2 + a33 / 5]])
    h3 = np.array([[fs, a13 / 5, a33 / 5],
                   [a13 / 5, e2, a13 / 5],
                   [a33 / 5, a13 / 5, fs + e2]])
    return {1: np.linalg.eigh(h1), 3: np.linalg.eigh(h3)}


def excitation(solved):
    total = 0.0
    for f, (_, vec) in solved.items():
        weight = vec[0]**2
        total += (f + 1) / 6 * np.sum(weight * (1 - weight))
    return total


solved = blocks(FS, E2, v13, v33)
p_exc = excitation(solved)


# ---------- coupled angular algebra; a, b, f are doubled spins ----------
@lru_cache(None)
def coupling(a, i1, b, i2, f):
    ja, jb, h = Rational(a, 2), Rational(b, 2), Rational(1, 2)
    muon = ((-1)**((a + 1) // 2) * sqrt((a + 1) * (b + 1))
            * float(wigner_3j(ja, jb, 2, -h, h, 0)))
    rotor = ((-1)**i1 * sqrt((2*i1 + 1) * (2*i2 + 1))
             * float(wigner_3j(i1, 2, i2, 0, 0, 0)))
    if muon == 0 or rotor == 0:
        return 0.0
    six = float(wigner_6j(Rational(f, 2), i1, ja, 2, jb, i2))
    return (-1)**((b + f) // 2 + i1) * six * muon * rotor


def channels(f, spins):
    return [(a, i) for i in (0, 2, 4) for a in spins
            if abs(a - 2 * i) <= f <= a + 2 * i]


# angular averages of P2^2 and P2^3 test magnitudes and relative signs
xs = np.polynomial.legendre.leggauss(8)
for f in (1, 3):
    mid = [(a, i) for a, i in channels(f, (1, 3, 5, 7)) if i == 2]
    row = np.array([coupling(f, 0, a, i, f) for a, i in mid])
    mat = np.array([[coupling(*p, *q, f) for q in mid] for p in mid])
    p2 = eval_legendre(2, xs[0])
    assert abs(row @ row - np.sum(xs[1] * p2**2) / 2) < 1e-12
    assert abs(row @ mat @ row - np.sum(xs[1] * p2**3) / 2) < 1e-12

# ---------- independent uncoupled product basis ----------
xq, wx = np.polynomial.legendre.leggauss(12)
phi = 2 * pi * np.arange(24) / 24
X, PHI = np.meshgrid(xq, phi, indexing='ij')
WS = np.repeat(wx[:, None], 24, axis=1) * 2 * pi / 24


def harmonic(l, m):
    n = abs(m)
    y = (sqrt((2*l + 1) / (4*pi) * factorial(l - n) / factorial(l + n))
         * lpmv(n, l, X) * np.exp(1j * n * PHI))
    return y if m >= 0 else (-1)**n * y.conj()


def tensor(k, q, bra, ket):
    op = sqrt(4 * pi / (2*k + 1)) * harmonic(k, q) * WS
    left = np.array([harmonic(*s).conj() * op for s in bra])
    right = np.array([harmonic(*s) for s in ket])
    return np.einsum('axy,bxy->ab', left, right)


def shell(l):
    return [(l, m) for m in range(-l, l + 1)]


rot = shell(0) + shell(2) + shell(4)
rot_spin = np.array([s[0] for s in rot])
nr = len(rot)
one2, oner = np.eye(2), np.eye(nr)
raise_l = np.diag([sqrt(2), sqrt(2)], -1)
raise_s = np.array([[0, 1], [0, 0]])
ls = (np.kron(np.diag([-1, 0, 1]), np.diag([0.5, -0.5]))
      + (np.kron(raise_l, raise_s.T) + np.kron(raise_l.T, raise_s)) / 2)
proj3 = (ls + np.eye(6)) / 1.5
proj = {1: np.kron(np.eye(6) - proj3, oner), 3: np.kron(proj3, oner)}
angular = sum(np.kron(np.kron(tensor(2, q, shell(1), shell(1)), one2),
                      tensor(2, q, rot, rot).conj().T) for q in range(-2, 3))
vrad = {(1, 1): v11, (1, 3): v13, (3, 1): v13, (3, 3): v33}
full = FS * proj[3] + np.kron(np.eye(6),
                              np.diag(E2 * rot_spin * (rot_spin + 1) / 6))
full = full + sum(v * proj[a] @ angular @ proj[b]
                  for (a, b), v in vrad.items())
assert np.abs(full - full.conj().T).max() < 1e-9
ev, evec = np.linalg.eigh(full)

coupled = []
for f in range(1, 12, 2):
    ch = channels(f, (1, 3))
    h = np.array([[vrad[p[0], q[0]] * coupling(*p, *q, f) for q in ch]
                  for p in ch])
    h += np.diag([FS * (a == 3) + E2 * i * (i + 1) / 6 for a, i in ch])
    coupled += list(np.repeat(np.linalg.eigvalsh(h), f + 1))
assert len(coupled) == len(ev)
assert np.abs(np.sort(coupled) - ev).max() < 1e-8

# degeneracies and photon emission from explicit dipole operators
feed = sum(m @ m.conj().T for m in
           (tensor(1, q, shell(1), shell(2)) for q in (-1, 0, 1)))
feed = feed / np.trace(feed)
rho = np.kron(np.kron(feed, one2 / 2), np.diag((rot_spin == 0) * 1.0))
dipoles = [np.kron(np.kron(tensor(1, q, shell(0), shell(1)), one2), oner)
           for q in (-1, 0, 1)]
excited = np.kron(one2, np.diag((rot_spin > 0) * 1.0))
emit_all = emit_exc = 0.0
for f, (energies, _) in solved.items():
    for energy in energies:
        cols = evec[:, np.abs(ev - energy) < 1e-7]
        assert cols.shape[1] == f + 1
        level = cols @ cols.conj().T
        for dip in dipoles:
            final = dip @ level @ rho @ level @ dip.conj().T
            emit_all += np.trace(final).real
            emit_exc += np.trace(excited @ final).real
assert abs(emit_exc / emit_all - p_exc) < 1e-9

# ---------- weak-coupling limit and stiff-rotor limit ----------
second1 = -2 * v13**2 / (25 * (FS + E2))
second3 = v13**2 / (25 * (FS - E2)) - v33**2 / (25 * E2)
weak = 1e-3
shift1 = shift3 = 0.0
for sign in (1, -1):
    trial = blocks(FS, E2, sign * weak * v13, sign * weak * v33)
    shift1 += trial[1][0][0] / 2
    near = trial[3][0]
    shift3 += (near[np.argmin(np.abs(near - FS))] - FS) / 2
assert abs(shift1 / (weak**2 * second1) - 1) < 1e-3
assert abs(shift3 - weak**2 * second3) < 1e-3 * weak**2 * (
    v13**2 / (25 * abs(FS - E2)) + v33**2 / (25 * E2))
E2_STIFF = 10 * E2
p_stiff = excitation(blocks(FS, E2_STIFF, v13, v33))
assert p_stiff < p_exc / 5

# ---------- enlarged muon space: all p and f pseudostates ----------
wide = {}
for f in (1, 3):
    ch = channels(f, (1, 3, 5, 7))
    rows = []
    for p in ch:
        line = []
        for q in ch:
            block = coupling(*p, *q, f) * radial(p[0], q[0], V2)
            if p == q:
                block = block + np.diag(states[p[0]][0] - EP1
                                        + E2 * p[1] * (p[1] + 1) / 6)
            line.append(block)
        rows.append(line)
    wide[f] = np.linalg.eigvalsh(np.block(rows))[:len(solved[f][0])]
    assert np.all(wide[f] < solved[f][0] + 1e-7)

# ---------- worked example ----------
print(f"nuclear charge number Z = {Z}")
print(f"half-density radius c = {C_RADIUS:.1f} fm")
print(f"surface diffuseness a = {DIFFUSE:.1f} fm")
print(f"deformation beta = {BETA:.1f}")
print(f"rotor 2+ energy E2 = {E2:.1f} keV")
print(f"muon rest energy = {MASS:.3f} keV")
print(f"rms charge radius = {rms:.4f} fm")
print(f"intrinsic quadrupole moment Q0 = {Q0:.2f} fm^2")
print(f"1s1/2 binding energy = {MASS - E1S:.2f} keV")
print(f"2p1/2 binding energy = {MASS - EP1:.2f} keV")
print(f"2p3/2 binding energy = {MASS - EP3:.2f} keV")
print(f"2p fine-structure splitting = {FS:.3f} keV")
print(f"radial coupling v13 = {v13:.3f} keV")
print(f"radial coupling v33 = {v33:.3f} keV")
print(f"v33 if quadrupole were pointlike = {v33_point:.3f} keV")
print(f"F=1/2 off-diagonal, sqrt(2)*v13/5 = {sqrt(2)*v13/5:.3f} keV")
print(f"F=3/2 off-diagonal, v13/5 = {v13/5:.3f} keV")
print(f"F=3/2 off-diagonal, v33/5 = {v33/5:.3f} keV")
print(f"gap 2p3/2 x 0+ minus 2p1/2 x 2+ = {FS - E2:.3f} keV")
print("Levels from 2p1/2 x 0+; weights in order of basis (j,I)")
print("F=1/2 basis: (1/2,0) (3/2,2)")
print("F=3/2 basis: (3/2,0) (1/2,2) (3/2,2)")
for f, (energies, vec) in solved.items():
    for k, energy in enumerate(energies):
        parts = " ".join(f"{x:.4f}" for x in vec[:, k]**2)
        print(f"F={f}/2 level {k+1}: {energy:.3f} keV; weights {parts}")
print("X-ray lines: energy in keV, fraction of all 2p-1s photons")
for f, (energies, vec) in solved.items():
    for k, energy in enumerate(energies):
        weight = vec[0, k]**2
        line = EP1 + energy - E1S
        pop = (f + 1) / 6 * weight
        print(f"F={f}/2 level {k+1}: to 0+ {line:.2f}, {pop*weight:.4f};"
              f" to 2+ {line-E2:.2f}, {pop*(1-weight):.4f}")
print(f"probability nucleus left in 2+ = {p_exc:.4f}")
print(f"same with 2+ at {E2_STIFF:.0f} keV = {p_stiff:.5f}")
print(f"second-order shift, 2p1/2 x 0+ = {second1:.3f} keV")
print(f"second-order shift, 2p3/2 x 0+ = {second3:.3f} keV")
print("Shifts on adding all p and f muon pseudostates")
for f in (1, 3):
    for k, change in enumerate(wide[f] - solved[f][0]):
        print(f"F={f}/2 level {k+1}: {change:.3f} keV")
print("every check passed")
```

Running it gives:

```
nuclear charge number Z = 66
half-density radius c = 6.1 fm
surface diffuseness a = 0.5 fm
deformation beta = 0.3
rotor 2+ energy E2 = 80.0 keV
muon rest energy = 105658.376 keV
rms charge radius = 5.1886 fm
intrinsic quadrupole moment Q0 = 657.61 fm^2
1s1/2 binding energy = 7780.32 keV
2p1/2 binding energy = 3140.17 keV
2p3/2 binding energy = 3036.37 keV
2p fine-structure splitting = 103.800 keV
radial coupling v13 = -188.163 keV
radial coupling v33 = -185.974 keV
v33 if quadrupole were pointlike = -291.199 keV
F=1/2 off-diagonal, sqrt(2)*v13/5 = -53.220 keV
F=3/2 off-diagonal, v13/5 = -37.633 keV
F=3/2 off-diagonal, v33/5 = -37.195 keV
gap 2p3/2 x 0+ minus 2p1/2 x 2+ = 23.800 keV
Levels from 2p1/2 x 0+; weights in order of basis (j,I)
F=1/2 basis: (1/2,0) (3/2,2)
F=3/2 basis: (3/2,0) (1/2,2) (3/2,2)
F=1/2 level 1: -17.283 keV; weights 0.9046 0.0954
F=1/2 level 2: 163.888 keV; weights 0.0954 0.9046
F=3/2 level 1: 34.061 keV; weights 0.3349 0.5555 0.1096
F=3/2 level 2: 130.685 keV; weights 0.5892 0.4032 0.0077
F=3/2 level 3: 202.854 keV; weights 0.0759 0.0414 0.8827
X-ray lines: energy in keV, fraction of all 2p-1s photons
F=1/2 level 1: to 0+ 4622.87, 0.2728; to 2+ 4542.87, 0.0288
F=1/2 level 2: to 0+ 4804.04, 0.0030; to 2+ 4724.04, 0.0288
F=3/2 level 1: to 0+ 4674.21, 0.0748; to 2+ 4594.21, 0.1485
F=3/2 level 2: to 0+ 4770.84, 0.2314; to 2+ 4690.84, 0.1614
F=3/2 level 3: to 0+ 4843.01, 0.0038; to 2+ 4763.01, 0.0468
probability nucleus left in 2+ = 0.4142
same with 2+ at 800 keV = 0.00983
second-order shift, 2p1/2 x 0+ = -15.410 keV
second-order shift, 2p3/2 x 0+ = 42.211 keV
Shifts on adding all p and f muon pseudostates
F=1/2 level 1: -2.340 keV
F=1/2 level 2: -1.686 keV
F=3/2 level 1: -2.855 keV
F=3/2 level 2: -1.028 keV
F=3/2 level 3: -1.125 keV
every check passed
```
